\section*{How well one special displacement reproduces thermal averages in a crystal, part 2}

In Hartree atomic units and with adiabatic, harmonic nuclei, we ask when one frozen configuration, with every mode displaced by plus or minus its thermal width, reproduces a thermal average. In a generic finite molecule it does not, because cross terms between modes survive.

The crystal has $N$ cells at integer positions $p$ in $d$ dimensions, with periodic boundary conditions. The index $\kappa=1,\dots,m$ labels atom and direction, $M_\kappa$ is the mass, and $q$ is in radians per cell. The dynamical matrix $\mathcal D(q)$ has orthonormal eigenvectors $e_{\kappa\nu}(q)$, with $e(-q)=e(q)^*$, and eigenvalues $\omega_{q\nu}^2$. The displacements are $u_{p\kappa}=\frac{1}{\sqrt{NM_\kappa}}\sum_{q\nu}e_{\kappa\nu}(q)\,e^{iq\cdot p}\,z_{q\nu}$. The thermal width $\sigma$ obeys $\sigma^2=\frac{1}{2\omega}\coth\frac{\omega}{2kT}$, and for $kT\gg\omega$
\begin{equation}
\sigma^2=\frac{kT}{\omega^2}+\frac{1}{12kT}+\dots,
\label{eq:classical}
\end{equation}
The acoustic modes at $q=0$ are left out by setting $\sigma=0$. The set $\mathcal A$ holds the points $q\equiv-q$, $\mathcal B$ one member of each remaining pair, and $-\mathcal B$ the mirror images.

The observable $O$, a quantity per cell, is invariant under lattice shifts of the displacement pattern. The first and second derivatives of $NO$ are $f_\kappa$ and $\Phi_{\kappa\kappa'}(R)$, and $\Phi(q)=\sum_R\Phi(R)e^{iq\cdot R}$. The linear and quadratic parts of $O$ and their averages are
\begin{equation}
O_1=\frac1{\sqrt N}\sum_\nu g_\nu z_{0\nu},\qquad g_\nu=\sum_\kappa\frac{f_\kappa e_{\kappa\nu}(0)}{\sqrt{M_\kappa}} .
\label{eq:O1}
\end{equation}
\begin{equation}
O_2=\frac1{2N}\sum_q z_q^\dagger D(q)z_q,\qquad
D(q)=e(q)^\dagger M^{-1/2}\Phi(q)M^{-1/2}e(q).
\label{eq:O2}
\end{equation}
\begin{equation}
\langle O_1\rangle=0,\qquad\langle O_2\rangle=\frac1{2N}\sum_{q\nu}D_{\nu\nu}(q)\,\sigma_{q\nu}^2 .
\label{eq:avg}
\end{equation}
The special displacement $z_{q\nu}=S_{q\nu}\sigma_{q\nu}$, with $S=\pm1$ and $S_{-q\nu}=S_{q\nu}$, has the quadratic error
\begin{equation}
\epsilon\equiv O_2(S\sigma)-\langle O_2\rangle=\frac1N\sum_q\sum_{\nu<\nu'}S_{q\nu}S_{q\nu'}F_{\nu\nu'}(q),\qquad
F_{\nu\nu'}=\sigma_{q\nu}\sigma_{q\nu'}\,\mathrm{Re}D_{\nu\nu'}(q),
\label{eq:eps}
\end{equation}
with $F(-q)=F(q)$. Signs will be taken from a Hadamard matrix $\mathsf H$ of order $L$, which has entries $\pm1$ and orthogonal columns, $\sum_{i}\mathsf H_{i\nu}\mathsf H_{i\mu}=L\delta_{\nu\mu}$, and exists for every power of two.

\section{The theorem}

Assume that $\mathcal D(q)$ and $\Phi(q)$ do not depend on $N$, and fix a rule, independent of $N$ and respecting $e(-q)=e(q)^*$, that chooses the phase of each eigenvector as a function of $q$; then each $F_{\nu\nu'}$ is a fixed function on the Brillouin zone. Divide $\mathcal B$ into blocks of $L\ge m$ neighbouring points, give the $i$th point of each block the signs $S_{q_i\nu}=\mathsf H_{i\nu}$, and copy the signs to $-\mathcal B$. Points that fit in no block, their mirror images and the set $\mathcal A$ are called leftover and receive any signs.

Consider one pair $\nu<\nu'$ and one block. Orthogonality of the columns says that the $L$ products $\mathsf H_{i\nu}\mathsf H_{i\nu'}=\pm1$ add to zero, so $L/2$ are positive and $L/2$ negative. Match each positive point with a negative one. The block sum becomes $L/2$ differences $F(q_+)-F(q_-)$, each no larger in size than the oscillation $\mathrm{osc}\,F=\max F-\min F$ over the block. Each block is counted twice in \eqref{eq:eps}, once in $\mathcal B$ and once in $-\mathcal B$. Therefore
\begin{equation}
|\epsilon|\le\sum_{\nu<\nu'}\Big[\frac LN\sum_{\rm blocks}\mathrm{osc}\,F_{\nu\nu'}+\frac1N\sum_{q\ \rm leftover}|F_{\nu\nu'}(q)|\Big].
\label{eq:bound}
\end{equation}
This inequality holds at finite $N$ with no assumption on $F$.

Let the grid have of order $N^{1/d}$ points along each axis and let the blocks be boxes of fixed shape in grid units. Their diameter is then $\delta=O(N^{-1/d})$. They tile half of the zone except for a layer of bounded thickness in grid units along its boundary, so the leftover points number $O(N^{1-1/d})$, and there are at most $N/2L$ blocks. Three conclusions follow.

(i) If $F$ is bounded and Lipschitz with constant $\Lambda$, then $\mathrm{osc}\,F\le\Lambda\delta$, the first term is at most $(L/N)(N/2L)\Lambda\delta=\Lambda\delta/2$ per pair, the second is $O(N^{-1/d})\max|F|$, and $\epsilon=O(N^{-1/d})$.

(ii) If $F$ is only bounded and Riemann integrable, $\epsilon\to0$ still. Each block occupies the fraction $L/N$ of the zone, so the first term is at most the difference between the upper and lower Riemann sums of $F$ on a partition of mesh $\delta$, which tends to zero by the definition of integrability. Jumps on surfaces and isolated points of discontinuity are thus allowed.

(iii) In one dimension with total variation $V$ on $[0,\pi]$, the oscillations of disjoint blocks add to at most $V$ and the leftover points are bounded in number, so $\epsilon=O(1/N)$.

With \eqref{eq:O1}, which gives $|O_1|\le N^{-1/2}\sum_\nu|g_\nu|\sigma_{0\nu}$, this is the correct form of the claim: for a lattice-periodic observable with bounded, Riemann-integrable $F$, the single configuration reproduces $\langle O_1+O_2\rangle$ as $N\to\infty$; the mean over $u$ and $-u$ removes $O_1$ and all other odd orders exactly at every $N$. The rate $N^{-1/d}$ in (i) is an upper bound. The error of the two-dimensional model below follows it on the two grids computed, while the chain converges faster than its bound.

The opposite limit shows that the signs matter. If all signs at each $q$ are equal, the products are $+1$ and \eqref{eq:eps} is a Riemann sum,
\begin{equation}
\epsilon\to\sum_{\nu<\nu'}\bar F_{\nu\nu'},\qquad \bar F=\text{zone average of }F,
\end{equation}
which has no reason to vanish. If instead all signs are independent and random, the products for different pairs or different points of $\mathcal B$ are uncorrelated with mean zero, and the variance of $\epsilon$ is $(4/N^2)\sum_{\mathcal B}\sum_{\nu<\nu'}F^2$ plus $O(N^{-2})$ from $\mathcal A$, so the root-mean-square error is $O(N^{-1/2})$, the same rate as the bound in (i) for $d=2$ and a faster one for $d=3$; conclusion (i) alone therefore does not show that ordered signs beat random ones when $d\ge2$. This estimate is derived here and not tested by the program. It also describes an ordered sign pattern applied to real eigenvectors whose own signs come out of a diagonalizer at random: reversing $e_\nu(q)$ reverses $F_{\nu\nu'}(q)$, the oscillation within a block is of the size of $F$, and \eqref{eq:bound} no longer shrinks.

Boundedness of $F$ needs a look at the acoustic branches, where \eqref{eq:classical} gives $\sigma\sim\sqrt{kT}/\omega$ at $T>0$, which is proportional to $1/|q|$ for a branch with linear dispersion; only such branches are treated here. An observable that does not change under a rigid shift of all atoms has $\Phi(0)$ annihilating the uniform displacement, and $M^{-1/2}e_{\rm ac}(q)$ tends to a uniform displacement as $q\to0$. If $\Phi(R)$ decays fast enough for $\Phi(q)$ to be twice differentiable, and $M^{-1/2}e_{\rm ac}(q)=u_0+O(|q|)$ with $u_0$ uniform, then $\Phi(q)M^{-1/2}e_{\rm ac}(q)=O(|q|)$, which offsets the $1/|q|$ in $\sigma$ for an acoustic--optical pair. For two acoustic branches the only term of $D$ linear in $q$ is $i\sum_R(q\cdot R)\,u_0^T\Phi(R)u_0'$, which is imaginary in a gauge where $u_0$ and $u_0'$ are real, so $\mathrm{Re}D=O(q^2)$ offsets both widths. In $d\ge2$ the limit at $q=0$ may depend on direction; that is an isolated discontinuity, covered by (ii). Band degeneracies on surfaces or lines, where the labelling or phase of eigenvectors jumps, are covered in the same way. The proof fails when $F$ is unbounded. That can happen if $\Phi(R)$ is long ranged, if an acoustic branch is flexural with $\omega\propto q^2$ and $\sigma\propto1/q^2$, or if $O$ is a single eigenvalue whose second-order energy denominators approach zero, and each such case needs its own estimate. The last case includes a band-edge level, where the intraband denominator $\varepsilon_{k_0}-\varepsilon_{k_0+q}$ vanishes as $q^2$, so the theorem does not cover a band-edge gap. For the band-edge gap of the chain treated below, $\mathrm{Re}D_{\rm ac,op}$ tends to a constant and $F\simeq a/|q|$; alternating signs then give $\epsilon\to(a/\pi)\sum_{j\ge1}(-1)^j/j=-a\ln2/\pi$, which does not decay, while $\langle O_2\rangle$ itself grows in proportion to $N$ because its summand goes as $1/q^2$. The electronic observable tested below is a trace over bands, for which these denominators do not occur.

The general bound is tested on a two-dimensional model in arbitrary units, with five branches, $L=8$, blocks of $2\times4$ points, a gapped random dynamical matrix and a random short-range $\Phi$. The grid is $n_1\times n_2$; the two lines $q_1=0$ and $q_1=\pi$ are leftover with all signs positive. The value of $O_2$ is computed in real space from the displacements. The program asserts that it matches \eqref{eq:eps} to $10^{-10}$, that \eqref{eq:bound} holds, and that $\epsilon n_1$ is the same on two grids within 15 per cent. On $34\times32$ cells $\epsilon=0.14359$ with bound $0.22137$; on $66\times64$ cells $\epsilon=0.07397$ with bound $0.11391$. The products are $0.14359\times34=4.88$ and $0.07397\times66=4.88$. With equal signs the error is $2.47368$ on both grids. The leftover lines hold the fraction $2/n_1$ of all points, and if $F$ on them were equal to its zone average they would give $\epsilon n_1=2\times2.47=4.95$. The closeness to $4.88$ suggests that the leftover lines carry most of the error in this model; the program does not separate the two contributions.

\section{A chain where every quantity can be computed}

The Rice--Mele chain has two atoms per cell, $A$ and $B$, with one orbital each and on-site energies $\pm\Delta$. Bond 1 joins $A_p$ to $B_p$ and bond 2 joins $B_p$ to $A_{p+1}$. Their stretches are $d_{p1}=u_{pB}-u_{pA}$ and $d_{p2}=u_{p+1,A}-u_{pB}$, their spring constants $K_1,K_2$, and their hoppings $-t_be^{-\beta d}$. The parameters are round model values: $\Delta=0.05$ Ha, $t_1=0.10$ Ha, $t_2=0.07$ Ha, $\beta=1$ bohr$^{-1}$, $K_1=0.15$ and $K_2=0.10$ Ha/bohr$^2$, $M_A=40000$ and $M_B=80000$ electron masses, and $T=300$ K, so $kT=9.500\times10^{-4}$ Ha. The observable is the zone-averaged gap of the ring of $N$ cells,
\begin{equation}
O=\frac1N\Big(\sum_c\varepsilon_c-\sum_v\varepsilon_v\Big),
\end{equation}
with $c$ the upper $N$ and $v$ the lower $N$ one-electron levels. Its static value is $0.250771$ Ha $=6823.8$ meV.

\subsection{Phonons and gauge}

For a Bloch pattern $u_{p\kappa}\propto e^{iqp}$ the stretches are $d=G(q)u$, and the potential energy $\tfrac12\sum K_bd_{pb}^2$ gives $\mathcal D=M^{-1/2}G^\dagger KGM^{-1/2}$:
\begin{equation}
G=\begin{pmatrix}-1&1\\ e^{iq}&-1\end{pmatrix},\quad
\mathcal D_{\kappa\kappa}=\frac{K_1+K_2}{M_\kappa},\quad
\mathcal D_{AB}=-\frac{K_1+K_2e^{-iq}}{\sqrt{M_AM_B}} .
\end{equation}
The eigenvalues are $2\omega^2=\mathcal D_{AA}+\mathcal D_{BB}\pm[(\mathcal D_{AA}-\mathcal D_{BB})^2+4|\mathcal D_{AB}|^2]^{1/2}$. At $q=0$, $|\mathcal D_{AB}|^2=\mathcal D_{AA}\mathcal D_{BB}$, the root equals $\mathcal D_{AA}+\mathcal D_{BB}$, and
\begin{equation}
\omega_{\rm op}(0)=\Big[(K_1+K_2)\Big(\frac1{M_A}+\frac1{M_B}\Big)\Big]^{1/2}=\big[0.25\times3.75\times10^{-5}\big]^{1/2}=3.0619\times10^{-3}\ \text{Ha}.
\end{equation}
Then $\omega/2kT=1.611$, $\coth1.611=1.083$, and $\sigma=(1.083/6.124\times10^{-3})^{1/2}=13.30$ in units of $m_e^{1/2}$ bohr. At $q=\pi$ the frequencies are $1.7007\times10^{-3}$ and $2.5461\times10^{-3}$ Ha.

Because $K_1\ne K_2$, $\mathcal D_{AB}$ never vanishes for real $q$. The branches are then never degenerate, and neither eigenvector has a zero $A$ component. The gauge $e_{A\nu}(q)>0$ is well defined and analytic on the whole circle. It gives $e(-q)=e(q)^*$, since $e(q)^*$ is an eigenvector of $\mathcal D(-q)$ with the same positive $A$ component.

In one dimension the mean-square displacement of an atom grows with $N$, because $\sum_q\sigma_{\rm ac}^2/N$ has a $1/q^2$ summand. The observable sees only stretches, which stay finite: at $N=64$ their thermal root-mean-square values are $0.0959$ and $0.1112$ bohr, so the expansion parameter $\beta d$ is about $0.1$.

\subsection{Derivatives of the gap}

The electronic Hamiltonian has zero trace for any displacement, so $\sum_c\varepsilon_c=-\sum_v\varepsilon_v$ and $NO=-2E_v$ with $E_v=\sum_v\varepsilon_v$. Let $\hat X_a=|a\rangle\langle a+1|+|a+1\rangle\langle a|$ be the hopping operator of bond $a$, where $a$ now runs over all $2N$ bonds. Expanding $-t_ae^{-\beta d_a}$,
\begin{equation}
V_1=\sum_a\beta t_ad_a\hat X_a,\qquad V_2=-\tfrac12\sum_a\beta^2t_ad_a^2\hat X_a .
\end{equation}
To second order the change of $E_v$ is $\sum_v\langle v|V_1+V_2|v\rangle+\sum_{vc}|\langle v|V_1|c\rangle|^2/(\varepsilon_v-\varepsilon_c)$. Terms that mix two valence levels enter once with denominator $\varepsilon_v-\varepsilon_{v'}$ and once with the opposite sign, and cancel; mixing within a degenerate valence level does not change its trace. With real eigenvectors, $\langle\hat X_a\rangle=\sum_v\langle v|\hat X_a|v\rangle$ and $X_a^{vc}=\langle v|\hat X_a|c\rangle$, differentiation and the factor $-2$ give
\begin{align}
\gamma_a&\equiv\frac{\partial(NO)}{\partial d_a}=-2\beta t_a\langle\hat X_a\rangle,\\
\chi_{aa'}&\equiv\frac{\partial^2(NO)}{\partial d_a\partial d_{a'}}=2\beta^2t_a\langle\hat X_a\rangle\delta_{aa'}
+4\beta^2t_at_{a'}\sum_{vc}\frac{X_a^{vc}X_{a'}^{vc}}{\varepsilon_c-\varepsilon_v}.
\label{eq:chi}
\end{align}
The computed slopes are $\gamma_1=-0.14912$ and $\gamma_2=-0.05601$ Ha/bohr. They are negative, so both bond orders $\langle\hat X_a\rangle$ are positive: stretching a bond weakens its hopping and lowers the average gap. The first term of $\chi$ is then positive, and the second is a positive semidefinite matrix, so $O_2\ge0$ for every displacement and the average gap of this model rises with vibration at second order. In terms of the two-by-two Fourier transform $\chi(q)$ over cells, $\Phi(q)=G^\dagger\chi(q)G$. In the gapped chain the valence projector is analytic in the electron wave vector and the denominators stay away from zero, so $\chi(q)$, a zone integral of such factors, is analytic in $q$. The program evaluates $\chi$ once, on a ring of 64 cells, and uses it for all $N$; the difference from the ring of $N$ cells comes from sampling an analytic periodic integrand and lies within the tolerances below.

\subsection{The independent road}

The other side of each comparison uses only exact diagonalization of the displaced ring. The even combination $E(\lambda)=[O(\lambda u)+O(-\lambda u)-2O(0)]/2\lambda^2=O_2+\lambda^2O_4+\lambda^4O_6+\dots$ yields $[4E(\lambda)-E(2\lambda)]/3=O_2-4\lambda^4O_6+\dots$, and the odd combination yields $O_1$ in the same way.

Three tests concern the structure of \eqref{eq:O2} and \eqref{eq:avg} at $N=32$. The thermal average built from real-space normal modes, one at a time, with no Bloch analysis and no perturbation theory, is $1.678967\times10^{-3}$ Ha and agrees with \eqref{eq:avg} to a relative $10^{-6}$. The cross term $O_2(u+u')-O_2(u)-O_2(u')$ between modes at different $\pm q$ vanishes to $10^{-10}$ Ha, for an acoustic--optical and an optical--optical pair. Between the two branches at the same $\pm q$ it is nonzero and equals $2F(q)/N$ to $10^{-10}$ Ha, the factor two counting $q$ and $-q$.

\subsection{The linear term}

At $q=0$ the optical eigenvector is orthogonal to the acoustic one, $(\sqrt{M_A},\sqrt{M_B})/\sqrt{M_A+M_B}$, so it is $(\sqrt{M_B},-\sqrt{M_A})/\sqrt{M_A+M_B}$. Dividing by $\sqrt{M_\kappa}$ and subtracting,
\begin{equation}
|u_B-u_A|\ \propto\ \frac{\sqrt{M_A/M_B}+\sqrt{M_B/M_A}}{\sqrt{M_A+M_B}}=\sqrt{\frac{M_A+M_B}{M_AM_B}}=\Big(\frac1{M_A}+\frac1{M_B}\Big)^{1/2},
\end{equation}
and $d_2=-d_1$. Therefore
\begin{equation}
|O_1|=\frac{|\gamma_1-\gamma_2|}{\sqrt N}\Big(\frac1{M_A}+\frac1{M_B}\Big)^{1/2}\sigma_{\rm op}(0).
\end{equation}
At $N=64$ this is $0.09311\times6.124\times10^{-3}\times13.30/8=9.48\times10^{-4}$ Ha, and finite differences give $9.4777\times10^{-4}$ Ha; the program asserts agreement with \eqref{eq:O1} to a relative $10^{-5}$ at $N=32$, $64$, $128$, where the values are $1.3403\times10^{-3}$, $9.4777\times10^{-4}$ and $6.7017\times10^{-4}$ Ha, falling by $\sqrt2$ per doubling. At $N=64$ the linear term is 56 per cent of $\langle O_2\rangle=1.6853\times10^{-3}$ Ha. It vanishes in the limit, but at this size a single configuration is useless in this model unless it is paired with its reverse or the $q=0$ modes are left out, the latter at a cost of order $1/N$ in $O_2$. When the two bonds are equivalent, $\gamma_1=\gamma_2$ and the term vanishes by symmetry.

With Hadamard signs on neighbouring wave vectors, the quadratic error vanishes in the large-supercell limit when $F$ is bounded and Riemann integrable, and the chain calculations confirm the mode structure and the linear term. What remains is the actual size of the error for alternating signs in the chain, the behaviour beyond second order, and the comparison for the full gap.
